# Spin projection and de Gennes scaling in the heavy lanthanides

**Q.** You want to replace the spin of a 4f ion by a multiple of its total angular momentum. Spin–orbit coupling conserves $\mathbf J=\mathbf L+\mathbf S$ but not $\mathbf S$. How can the two be proportional?

**A.** As full operators they are in general not, because $\mathbf S$ also connects levels of different $J$ (a term with $L=0$, where $\mathbf S=\mathbf J$, is an exception). The claim concerns matrix elements inside one level with $J>0$. Let $P$ project onto its states $|m\rangle$, with $\hbar=1$, and write

$$J_+|m\rangle=a_m|m+1\rangle,\qquad PS_+|m\rangle=b_m|m+1\rangle .$$

The second form holds because $[J_z,S_+]=S_+$, so $S_+$ raises $m$ by one. Since $\mathbf L$ commutes with $\mathbf S$, $[J_+,S_+]=[S_+,S_+]=0$. Taking $\langle m+2|\dots|m\rangle$ of this commutator gives

$$a_{m+1}b_m=b_{m+1}a_m .$$

No other level enters, because $J_\pm$ stays inside the level. Hence $b_m/a_m$ is the same number $\kappa$ all along the ladder, and $PS_+P=\kappa PJ_+P$.

For the $z$ component, use $[J_-,S_+]=[S_-,S_+]=-2S_z$ and $[J_-,J_+]=-2J_z$. Since $P$ commutes with $\mathbf J$,

$$PS_zP=-\tfrac12[J_-,PS_+P]=-\tfrac{\kappa}{2}[J_-,PJ_+P]=\kappa PJ_zP .$$

Both $S_z$ and $J_z$ are Hermitian, so $\kappa$ is real, and the adjoint of the $S_+$ relation supplies $S_-$. Thus $P\mathbf SP=\kappa P\mathbf JP$.

**Q.** What is $\kappa$, and what has it to do with the Landé factor?

**A.** Assume that the level belongs to one term with definite $L$ and $S$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf L^2=\mathbf J^2+\mathbf S^2-2\,\mathbf S\cdot\mathbf J$, because equal components of $\mathbf S$ and $\mathbf J$ commute. Inside the level $\mathbf S\cdot\mathbf J=\kappa\mathbf J^2$, so

$$\kappa=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .$$

With the electron spin g-factor taken as 2, the magnetic moment is $-\mu_B(\mathbf L+2\mathbf S)=-\mu_B(\mathbf J+\mathbf S)$. Inside the level this is $-\mu_B(1+\kappa)\mathbf J$, which defines $g=1+\kappa$. Therefore

$$P\mathbf SP=(g-1)\,P\mathbf JP .$$

**Q.** Which level do the heavy trivalent ions occupy?

**A.** I take Hund's first two rules as input: largest $S$, then largest $L$. For $4f^{7+k}$ with $k=0,\dots,6$, seven electrons have spin up and fill all orbitals. The other $k$ have spin down and occupy $m_l=3,2,\dots$. Hence

$$S=\frac{7-k}{2},\qquad L=\sum_{i=0}^{k-1}(3-i)=\frac{k(7-k)}{2}.$$

The spin–orbit energy $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with $\zeta>0$, then selects $J$. The ladder argument used only the commutators of a vector operator. Applied first to the orbital and then to the spin components, it turns this sum into $\lambda\,\mathbf L\cdot\mathbf S$ within the term. To find $\lambda$, take the determinant just described, which has $M_L=L$ and $M_S=S$. The filled spin-up shell contributes zero and the spin-down electrons contribute $-\zeta L/2$, so for $k\ge1$

$$\lambda LS=-\frac{\zeta L}{2}\quad\Rightarrow\quad\lambda=-\frac{\zeta}{2S}.$$

Since $\mathbf L\cdot\mathbf S=\frac12[J(J+1)-L(L+1)-S(S+1)]$ and $\lambda<0$, the largest value $J=L+S=(7-k)(k+1)/2$ lies lowest. The next level of the same term, $J-1$, is higher by $-\lambda J=\zeta(k+1)/2$, to first order in $\zeta$. In real ions spin–orbit coupling also mixes different terms. With typical free-ion parameters this gap is 4% (Tm) to 20% (Dy) larger, $g-1$ lies 1 to 4% below the values tabulated next for Gd to Tm, and in Tm a $J=4$ level from other terms lies below $J=5$. For $k=0$, $L=0$ and there is one level, $J=S$.

The same determinant has $S_z=S$ and $J_z=J$, so

$$g-1=\frac SJ=\frac1{k+1}.$$

| Ion | $S$ | $L$ | $J$ | $g-1$ |
|---|---|---|---|---|
| Gd | 3.5 | 0 | 3.5 | 1.000 |
| Tb | 3.0 | 3 | 6.0 | 0.500 |
| Dy | 2.5 | 5 | 7.5 | 0.333 |
| Ho | 2.0 | 6 | 8.0 | 0.250 |
| Er | 1.5 | 6 | 7.5 | 0.200 |
| Tm | 1.0 | 5 | 6.0 | 0.167 |
| Yb | 0.5 | 3 | 3.5 | 0.143 |

The program tests the projection for each ion with explicit many-electron determinants.

**Q.** Magnets order through their moments. Why should the spin matter, and not $g\mathbf J$?

**A.** The interaction considered here is exchange with the conduction electrons, which acts on spin:

$$V=-\Gamma\sum_i\mathbf S_i\cdot\mathbf s_i ,$$

where $\mathbf s_i$ is the electron spin density at ion $i$, taken as a dimensionless site spin. This isotropic form is an assumption. Let the electrons without $V$ have a nondegenerate singlet ground state $|0\rangle$ of energy $E_0$. Then $\langle0|\mathbf s_i|0\rangle=0$ and the first-order energy vanishes. In second order,

$$H_{\rm eff}=-\Gamma^2\sum_{ij}\sum_{ab}S_i^aS_j^b\sum_{n\ne0}\frac{\langle0|s_i^a|n\rangle\langle n|s_j^b|0\rangle}{E_n-E_0}.$$

Rotational symmetry of the singlet makes the sum over $n$ equal to $\frac12\chi_{ij}\delta_{ab}$, with

$$\chi_{ij}=2\sum_{n\ne0}\frac{\langle0|s_i^z|n\rangle\langle n|s_j^z|0\rangle}{E_n-E_0}.$$

Terms with $i=j$ are rotationally invariant operators on one ion, hence constants within its level. The others give

$$H=-\frac12\sum_{i\ne j}I_{ij}\,\mathbf S_i\cdot\mathbf S_j,\qquad I_{ij}=\Gamma^2\chi_{ij}.$$

The factor $\frac12$ compensates for counting each pair twice, and positive $I_{ij}$ favours parallel spins.

**Q.** You left the excited $J$ levels out of the denominators.

**A.** In a term with $i\ne j$, each ion is acted on once. If $\mathbf S_i$ lifted ion $i$ to another level, $\mathbf S_j$ could not bring it back, so such paths do not end in the ground levels.

A three-site ring with two electrons, carrying two Yb ions each restricted to its ground level, tests the second-order formula. With hopping 1 eV and $\Gamma=0.01$ eV, $I_{12}=-3.7\times10^{-6}$ eV. After the common shift of all levels is removed, the largest deviation from the exact levels is 0.04% of the spread of the second-order levels. The ring has an excitation gap and a metal does not, so for a metal I adopt this form of $H$ as the model.

**Q.** The pair interaction itself could still mix different $J$.

**A.** It does, in the next order. In first order each spin is projected separately:

$$-I\,\mathbf S_1\cdot\mathbf S_2\;\to\;-I(g-1)^2\,\mathbf J_1\cdot\mathbf J_2 .$$

Mixing adds energies of order $I^2/\zeta$, so the projection requires exchange much weaker than spin–orbit coupling. For two complete Yb ions with $\zeta=0.30$ eV and $I=0.001$ eV, the largest level error is $1.8\times10^{-7}$ eV, about 0.03% of the spread of the projected levels. It falls by a factor of four when $I$ is halved, as a second-order error should.

**Q.** How does this become an ordering temperature?

**A.** By mean-field theory, which replaces the neighbours of each ion by their averages. Ion $i$ then has energy $-\mathbf h_i\cdot\mathbf S_i$ with $\mathbf h_i=\sum_jI_{ij}\langle\mathbf S_j\rangle$. The $\frac12$ is gone because ion $i$ appears in both orderings of each pair.

Inside the level the energy is $-(g-1)\,\mathbf h_i\cdot\mathbf J_i$. Without a crystal field, expand the Boltzmann factor for a small field along $z$:

$$\langle J_z\rangle=\frac{(g-1)h}{k_BT}\,\frac{\mathrm{Tr}\,J_z^2}{2J+1}=\frac{(g-1)h}{k_BT}\,\frac{J(J+1)}3 .$$

The trace follows from isotropy: $J_x^2$, $J_y^2$ and $J_z^2$ have equal traces, and their sum is $J(J+1)$ on each of the $2J+1$ states. One more factor $g-1$ converts $\langle J_z\rangle$ to spin:

$$\langle\mathbf S_i\rangle=\frac{G}{3k_BT}\,\mathbf h_i,\qquad G=(g-1)^2J(J+1).$$

One factor $g-1$ says how strongly the field grips $\mathbf J$, the other how much spin the aligned $\mathbf J$ carries.

Let the ions form a lattice with one ion per cell, so that $I_{ij}$ depends on $\mathbf R_j-\mathbf R_i$ and is unchanged when this vector is reversed. A spin wave pattern of wave vector $\mathbf q$ then produces the field $\mathbf h_i=I(\mathbf q)\langle\mathbf S_i\rangle$, with $I(\mathbf q)=\sum_jI_{ij}e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_i)}$. It sustains itself when $GI(\mathbf q)/(3k_BT)=1$. On cooling, the pattern $\mathbf Q$ with the largest $I(\mathbf q)$ gets there first:

$$k_BT_{\rm ord}=\frac{(g-1)^2J(J+1)}{3}\,I(\mathbf Q).$$

If $I(\mathbf Q)$ is the same for all the ions, $T_{\rm ord}$ is proportional to $G$. That requires the same lattice, conduction electrons and $\Gamma$. A change in any of them along the series can spoil the proportionality. The real metals follow only the trend: $T_{\rm ord}/G$ rises from about 19 K for Gd to about 50 K for Tm, and Yb metal is divalent, so trivalent Yb below is a model case.

**Q.** Does that cover anything but ferromagnets? Show me numbers.

**A.** Take a model stack of layers, each uniformly ordered, and put the ions on it in turn. The summed couplings are $I_0=0.003$ eV within a layer, $I_1=0.001$ eV to each adjacent layer and $I_2=-0.0005$ eV to each second layer. These are chosen values, not those of the metals. For a turn angle $\varphi$ per layer,

$$I(\varphi)=I_0+2I_1\cos\varphi+2I_2\cos2\varphi .$$

Setting the derivative to zero gives $\sin\varphi\,(I_1+4I_2\cos\varphi)=0$. The second factor vanishes at $\cos\varphi=-I_1/(4I_2)=\frac12$, so $\varphi=60^\circ$ and

$$I(60^\circ)=0.003+0.001+0.0005=0.0045\ \text{eV}.$$

This exceeds 0.004 eV at $\varphi=0$ and zero at $180^\circ$, so the order is modulated. For Gd, $G=3.5\times4.5=15.75$ and $k_BT_{\rm ord}=15.75\times0.0045/3=0.0236$ eV, or 274 K. For Tb, $G=6\times7/4=10.5$, which gives 0.01575 eV, or 183 K.

| Ion | $G$ | $T_{\rm ord}$ (K) | $g^2J(J+1)$ |
|---|---|---|---|
| Gd | 15.75 | 274 | 63.0 |
| Tb | 10.50 | 183 | 94.5 |
| Dy | 7.08 | 123 | 113.3 |
| Ho | 4.50 | 78 | 112.5 |
| Er | 2.55 | 44 | 91.8 |
| Tm | 1.17 | 20 | 57.2 |
| Yb | 0.32 | 5.6 | 20.6 |

The last column is the squared moment in units of $\mu_B^2$. From Gd to Dy it grows while $T_{\rm ord}$ falls by more than half, which answers your question about moments within this model. These temperatures keep the ground level only. Here the summed coupling $I(\mathbf Q)$ drives the mixing of $J$ levels: keeping the whole term, with $\zeta\approx0.21$ eV for Tb and $0.24$ eV for Dy, raises $T_{\rm ord}$ by about 2% for Tb (to 187 K) and 1.4% for Dy (to 125 K), against 0.1% for Yb.

The program also iterates the mean-field equations for twelve layers from random starting spins. For every ion, order with the $60^\circ$ period survives at $0.99\,T_{\rm ord}$ and dies out at $1.01\,T_{\rm ord}$.

**Q.** A real ion sits in a crystal field. Does the law survive it?

**A.** It survives if the splitting of the level by the field is small compared with $k_BT_{\rm ord}$; for the term below the condition is $|D|(2J-1)(2J+3)/15\ll k_BT_{\rm ord}$. Add $DJ_z^2$ with $D<0$, which favours large $|m|$, and consider order along $z$. Since $J_z$ commutes with this term, the earlier expansion holds with $J(J+1)/3$ replaced by the thermal average:

$$k_BT=(g-1)^2I(\mathbf Q)\,\langle J_z^2\rangle_T .$$

Write $X=J(J+1)$. Averages over equally populated $m$ are $\langle m^2\rangle=X/3$ and $\langle m^4\rangle=X(3X-1)/15$, from the standard power sums. To first order in $D$,

$$\langle J_z^2\rangle_T=\frac X3-\frac D{k_BT}\left[\frac{X(3X-1)}{15}-\frac{X^2}{9}\right]=\frac X3\left[1-\frac{D(4X-3)}{15\,k_BT}\right].$$

The prefactor $(g-1)^2I(\mathbf Q)X/3$ is the old $k_BT_{\rm ord}$. Replacing $T$ by $T_{\rm ord}$ in the small term, and using $4X-3=(2J-1)(2J+3)$, gives the shift

$$\Delta(k_BT_{\rm ord})\approx-\frac{D(2J-1)(2J+3)}{15}.$$

It contains no $g-1$. Tb and Tm both have $J=6$, so the same illustrative $D=-10^{-4}$ eV gives both a first-order shift of $11\times10^{-4}=0.0011$ eV.

Solving the full condition raises Tb from 0.01575 to 0.0168 eV, by 7%. Tm rises from 0.00175 to 0.00257 eV, by 47%. For Tm the first-order value would be 0.00285 eV, which misses the full value; the expansion assumed a shift small compared with $k_BT_{\rm ord}$, and here it is not. The ratio of Tm to Tb becomes 0.153 instead of the 0.111 given by $G$. The relative first-order shift is proportional to $|D|(2J-1)(2J+3)/G$, and $(2J-1)(2J+3)/G$ rises steadily from 3.8 for Gd to 187 for Yb. For a common and small value of $|D|$, the scaling therefore loses accuracy first where $G$ is small. This ranking need not hold for large $|D|$: since $\langle J_z^2\rangle_T\le J^2$, the ordering temperature can rise at most by the factor $3J/(J+1)$, which is largest for Ho, not for Yb. A common $D$ is only an illustration: the crystal field acts on the orbital charge of the 4f shell, so one environment gives each ion its own $D$. Projecting the quadrupole of the shell onto the ground level gives the factor $-1/99$ for Tb, $+1/99$ for Tm and zero for Gd, so Tb and Tm get opposite signs. For $D>0$ order sets in first within the plane, with the first-order shift $+D(2J-1)(2J+3)/30$. With $D$ scaled by these factors from the Tm value above, $T_{\rm ord}$ rises by 3% for Tb, 5% for Dy, 3% for Ho, 10% for Er and 47% for Tm, which is no longer a steady ranking.

**Q.** And beyond mean-field theory?

**A.** The projected interaction still carries the factor $(g-1)^2$. The factor $J(J+1)$ came from the response of a single ion to an average field, and nothing here shows that correlated fluctuations preserve it. The proportionality to $G$ is a mean-field result.

## Values computed for the example and the checks

```
Trivalent 4f ions (hbar = 1; gap to level J-1 in units of zeta)
ion   n    S    L    J      g     g-1    gap
Gd    7  3.5  0.0  3.5  2.0000  1.0000  none
Tb    8  3.0  3.0  6.0  1.5000  0.5000  1.00
Dy    9  2.5  5.0  7.5  1.3333  0.3333  1.50
Ho   10  2.0  6.0  8.0  1.2500  0.2500  2.00
Er   11  1.5  6.0  7.5  1.2000  0.2000  2.50
Tm   12  1.0  5.0  6.0  1.1667  0.1667  3.00
Yb   13  0.5  3.0  3.5  1.1429  0.1429  3.50
coupling sum within a layer I0 = 0.0030 eV
coupling sum to one adjacent layer I1 = 0.0010 eV
coupling sum to one second layer I2 = -0.0005 eV
turn angle per layer = 60.00 degrees
largest coupling I(Q) = 0.00450 eV
uniform coupling I(0) = 0.00400 eV
Boltzmann constant = 8.617333e-05 eV/K
Ordering: G, S(S+1), g^2J(J+1), ratio to Gd are pure numbers
ion      G   S(S+1)  g^2J(J+1)  kT_ord/eV  T_ord/K  ratio
Gd   15.7500   15.75     63.00    0.023625    274.2  1.0000
Tb   10.5000   12.00     94.50    0.015750    182.8  0.6667
Dy    7.0833    8.75    113.33    0.010625    123.3  0.4497
Ho    4.5000    6.00    112.50    0.006750     78.3  0.2857
Er    2.5500    3.75     91.80    0.003825     44.4  0.1619
Tm    1.1667    2.00     57.17    0.001750     20.3  0.0741
Yb    0.3214    0.75     20.57    0.000482      5.6  0.0204
smallest ordered fraction at 0.99 T_ord = 0.136
largest ordered fraction at 1.01 T_ord = 9.6e-15
axial crystal field D = -1.0e-04 eV, order along z
Tb: first-order shift of kT = 0.001100 eV
Tb: full kT = 0.016802 eV, ratio to D=0: 1.067
Tm: first-order shift of kT = 0.001100 eV
Tm: full kT = 0.002567 eV, ratio to D=0: 1.467
two Yb ions: zeta = 0.30 eV, I = 0.0010 eV
spread of projected levels = 5.714e-04 eV
largest level error = 1.820e-07 eV
error ratio when I is halved = 4.000
ring: hopping = 1.00 eV, Gamma = 0.010 eV
ring: chi_12 = -0.037037 1/eV
ring: I_12 = Gamma^2 chi_12 = -3.7037e-06 eV
ring: largest level error / spread = 4.02e-04
```
